# Field that cancels a tensile heavy–light hole splitting in a triangular well

In a hole layer under biaxial tension, the lowest level at zero in-plane wavevector can be a light-hole or a heavy-hole state. Tension favours the light hole and confinement favours the heavy hole, so the order changes at some field. A calculation that sweeps the field can use this value as a first estimate of where to look for the change. For a hard wall, a constant field and small strain, doubling the strain raises the value by a factor \(2^{3/2}\approx2.83\), not by 2.

Hartree atomic units are used. Hole energy is counted positive into the valence band, so the lowest hole level is the one nearest the gap. The surface is (001), with its normal along \(z\), and the in-plane wavevector is zero throughout.

## One mass in a constant field

Take a hole of mass \(m\) in \(z>0\), with a hard wall at \(z=0\) and potential energy \(Fz\), \(F>0\). The elementary charge is one, so \(F\) is both force and field strength. The envelope obeys

\[
-\frac{1}{2m}\psi''(z)+Fz\,\psi(z)=E\psi(z),\qquad \psi(0)=0 .
\]

Put \(z=\ell s\) and multiply by \(2m\ell^2\):

\[
-\frac{d^2\psi}{ds^2}+2mF\ell^3 s\,\psi=2m\ell^2E\,\psi .
\]

The choice \(\ell=(2mF)^{-1/3}\) makes the coefficient of \(s\psi\) equal to one. It also gives \(2m\ell^2=1/(F\ell)\), so with \(\lambda=E/(F\ell)\)

\[
\frac{d^2\psi}{ds^2}=(s-\lambda)\psi .
\]

This is Airy's equation in the variable \(s-\lambda\). Of its two solutions, Bi grows at large distance and is rejected, which leaves \(\psi\propto\mathrm{Ai}(s-\lambda)\). The wall requires \(\mathrm{Ai}(-\lambda)=0\). If \(-a_1\) is the zero of Ai nearest the origin, \(a_1=2.3381\), the lowest level is

\[
E=a_1F\ell=a_1F(2mF)^{-1/3}=a_1\left(\frac{F^2}{2m}\right)^{1/3}.
\]

**Limit.** As \(F\to0\) the energy vanishes as \(F^{2/3}\), while the length \(\ell\) grows as \(F^{-1/3}\). A weaker field confines less, and the level returns to the band edge.

## Two masses, no strain

Let the heavy and light holes have masses \(m_h>m_l\) along \(z\) and no coupling to each other. Their confinement energies differ by

\[
E_l-E_h=a_1\left(\frac{F^2}{2}\right)^{1/3}\mu,\qquad
\mu=m_l^{-1/3}-m_h^{-1/3}>0 .
\]

**Limit.** For equal masses \(\mu=0\), and the field cannot separate the levels. For unequal masses any nonzero field puts the heavy hole lowest.

## Where the masses and the strain splitting come from

The valence states at the zone centre are built from \(p\)-like orbitals \(X,Y,Z\) and spin. Spin-orbit coupling separates them into four states with \(J=3/2\) and two with \(J=1/2\), the latter higher in hole energy by \(S\). For the moment \(S\) is taken to be large, so that the \(J=3/2\) states suffice.

In terms of the orbital projection \(m_L\) and spin, the heavy hole with \(J_z=3/2\) is \(|1,\uparrow\rangle\). Acting on it with \(J_-=L_-+S_-\), where \(L_-|1\rangle=\sqrt2\,|0\rangle\), and normalizing gives the light hole. The split-off state is orthogonal to it:

\[
|l\rangle=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|1,\downarrow\rangle,\qquad
|s\rangle=\sqrt{\tfrac13}\,|0,\uparrow\rangle-\sqrt{\tfrac23}\,|1,\downarrow\rangle .
\]

At zero in-plane wavevector, both the kinetic energy and the biaxial strain act equally on \(X\) and \(Y\). Each is therefore an operator with value \(A\) for \(m_L=\pm1\) and \(B\) for \(m_L=0\), independent of spin. Its matrix elements are

\[
\langle h|\cdot|h\rangle=A,\quad
\langle l|\cdot|l\rangle=\frac{A+2B}{3},\quad
\langle s|\cdot|s\rangle=\frac{2A+B}{3},\quad
\langle l|\cdot|s\rangle=\frac{\sqrt2}{3}(B-A).
\]

Such an operator conserves \(J_z\), and the four \(J=3/2\) states have four different values of \(J_z\). Heavy and light holes are therefore decoupled within this set. States with opposite \(J_z\) have equal energies, because \(A\) and \(B\) do not depend on the sign of \(m_L\).

For the kinetic energy, with Luttinger parameters \(\gamma_1,\gamma_2\) and \(p=-i\,d/dz\), the orbital values are \(A=(\gamma_1-2\gamma_2)p^2/2\) and \(B=(\gamma_1+4\gamma_2)p^2/2\). Then \((A+2B)/3=(\gamma_1+2\gamma_2)p^2/2\), and

\[
\frac1{m_h}=\gamma_1-2\gamma_2,\qquad \frac1{m_l}=\gamma_1+2\gamma_2 .
\]

For the strain, let \(\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon\). The surface is free of normal stress, so linear elasticity gives

\[
C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0
\quad\Rightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon .
\]

The shear deformation potential \(b<0\) is defined by the hole-energy shift \(-3b(\varepsilon_{ii}-\bar\varepsilon)\) of orbital \(i\), where \(\bar\varepsilon=(2\varepsilon+\varepsilon_{zz})/3\). A further shift, common to all orbitals, drops out of every difference. Since \(\varepsilon-\bar\varepsilon=(\varepsilon-\varepsilon_{zz})/3\) and \(\varepsilon_{zz}-\bar\varepsilon=-2(\varepsilon-\varepsilon_{zz})/3\),

\[
A=-b(\varepsilon-\varepsilon_{zz})\equiv Q,\qquad B=-2Q,\qquad
Q=-b\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon .
\]

The heavy hole moves by \(+Q\) and the light hole by \((Q-4Q)/3=-Q\). Tension makes \(Q\) positive and lowers the light-hole edge by \(D=2Q\) relative to the heavy-hole edge.

## The cancelling field

With strain included, the light level minus the heavy level is

\[
G(F)=(E_l-Q)-(E_h+Q)=a_1\left(\frac{F^2}{2}\right)^{1/3}\mu-D .
\]

It starts at \(-D\) for \(F=0\) and rises monotonically without bound, so it has one zero. Setting \(G=0\), dividing by \(a_1\mu\) and cubing gives

\[
\frac{F^2}{2}=\left(\frac{D}{a_1\mu}\right)^3 .
\]

The positive root is

\[
\boxed{F^*=\sqrt2\left[\frac{D}{a_1\left(m_l^{-1/3}-m_h^{-1/3}\right)}\right]^{3/2}}
\]

Because \(D\propto\varepsilon\) at fixed material parameters, \(F^*\propto\varepsilon^{3/2}\). Eliminating \(a_1\mu\) in favour of \(F^*\) gives the difference at any field:

\[
G(F)=D\left[\left(\frac{F}{F^*}\right)^{2/3}-1\right].
\]

Below \(F^*\) the light hole is lowest; above it, the heavy hole. What is cancelled is the splitting of the two lowest quantized levels. The potential \(Fz\) is the same for both holes, so the local band edges remain a distance \(D\) apart at every \(z\).

**Limits.** As \(D\to0\), \(F^*\to0\), in agreement with the unstrained case. As \(m_l\to m_h\) at fixed \(D\), \(F^*\to\infty\), because the field loses its means of telling the holes apart. Under compression \(D<0\), so \(G\) is positive at every field and nothing cancels: strain and confinement both favour the heavy hole.

## A second well shape

The exponent 3/2 belongs to the field. When a width sets the confinement instead, the exponent of that width is different. In a flat well of width \(W\) with hard walls, the lowest level is \(\pi^2/(2mW^2)\). Using \(1/m_l-1/m_h=4\gamma_2\), the cancellation condition is

\[
\frac{\pi^2}{2W^2}\,4\gamma_2=D
\quad\Rightarrow\quad
W^*=\pi\sqrt{\frac{2\gamma_2}{D}}\propto\varepsilon^{-1/2}.
\]

In both wells the confinement energy scales as the inverse square of a length, so the length at cancellation scales as \(\varepsilon^{-1/2}\). In the triangular well the field sets that length through \(\ell\propto F^{-1/3}\). Inverting this, \(F\propto\ell^{-3}\propto\varepsilon^{3/2}\).

## Numbers for a model hole layer

Take round model parameters: \(\gamma_1=13\), \(\gamma_2=4\), \(b=-0.07\) hartree, \(C_{12}/C_{11}=0.4\) and \(\varepsilon=0.002\), a tension of 0.2%. The masses are \(m_h=1/5=0.200\) and \(m_l=1/21=0.0476\), so

\[
\mu=2.7589-1.7100=1.0489 .
\]

The strain energies are

\[
Q=0.07\times1.8\times0.002=2.52\times10^{-4},\qquad
D=5.04\times10^{-4}\ \text{hartree},
\]

which makes \(D\) equal to 13.7 meV. Then

\[
\frac{D}{a_1\mu}=\frac{5.04\times10^{-4}}{2.3381\times1.0489}=2.055\times10^{-4},
\]

\[
F^*=\sqrt2\,(2.055\times10^{-4})^{3/2}=4.17\times10^{-6}\ \text{a.u.},
\]

or 2.14 MV/m. At this field \((F^2/2)^{1/3}=2.055\times10^{-4}\), and the confinement energies are

\[
E_h=2.3381\times2.055\times10^{-4}\times1.7100=8.22\times10^{-4}\ \text{hartree},
\]

\[
E_l=2.3381\times2.055\times10^{-4}\times2.7589=1.326\times10^{-3}\ \text{hartree}.
\]

Adding \(Q\) to the first and subtracting it from the second gives the common level, \(1.074\times10^{-3}\) hartree. At half the cancelling field \(G=-1.865\times10^{-4}\) hartree, and at twice that field \(G=+2.96\times10^{-4}\) hartree. A factor of two in field therefore opens a gap that is a sizeable part of \(D\) on either side.

## Restoring the split-off band

The heavy hole, with \(J_z=3/2\), has no \(J=1/2\) partner and is unaffected. The light hole has one. For strain \(B-A=-3Q\), and for kinetic energy \(B-A=3\gamma_2p^2\), so the coupling is

\[
V=\frac{\sqrt2}{3}\left(-3Q+3\gamma_2p^2\right)=-\sqrt2\,(Q-\gamma_2p^2).
\]

The diagonal split-off energy is \(H_s=\gamma_1p^2/2+Fz+S\), since the strain contributes \((2Q-2Q)/3=0\). Let \(\phi\) and \(\chi\) be the light and split-off envelopes and \(\mathcal E\) the level. The second of the two coupled equations reads

\[
V\phi+(H_s-\mathcal E)\chi=0 .
\]

When \(S\) is much larger than the level and strain energies, \(\chi\approx-V\phi/S\). Inserted in the light-hole equation, this lowers the light level by

\[
\frac{\langle V^2\rangle}{S}=\frac{2}{S}\left\langle(Q-\gamma_2p^2)^2\right\rangle .
\]

The average is taken in the uncoupled light-hole state. With \(T=p^2/(2m_l)\), \(\gamma_2p^2=rT\), where \(r=2\gamma_2m_l\). The averages of \(T\) and \(T^2\) are needed.

For the normalized Airy state and a polynomial \(f(s)\), integrate the derivative of \(f\psi'^2\) from the wall to infinity. Using \(2\psi'\psi''=(s-\lambda)(\psi^2)'\) and integrating by parts with \(\psi(0)=0\),

\[
-f(0)\psi'(0)^2=\int f'\psi'^2\,ds-\int\left[f(s-\lambda)\right]'\psi^2\,ds .
\]

Two more integrations by parts give

\[
\int f'\psi'^2\,ds=\int\left[\tfrac12f'''-f'(s-\lambda)\right]\psi^2\,ds .
\]

Together,

\[
-f(0)\psi'(0)^2=\left\langle\tfrac12f'''-2f'(s-\lambda)-f\right\rangle .
\]

The choice \(f=s\) gives \(\langle s\rangle=2\lambda/3\). The choice \(f=s^2\) gives \(5\langle s^2\rangle=4\lambda\langle s\rangle\), so \(\langle s^2\rangle=8\lambda^2/15\). Since \(T\psi=(E_l-Fz)\psi\), in energy units

\[
\langle T\rangle=E_l-\tfrac23E_l=\frac{E_l}{3},\qquad
\langle T^2\rangle=E_l^2\left(1-\tfrac43+\tfrac8{15}\right)=\frac{E_l^2}{5}.
\]

The first moment also gives the mean distance \(\langle z\rangle=2E/(3F)\). In the example it is 131 bohr for the heavy hole and 212 bohr for the light hole.

At the uncorrected crossing \(E_l-E_h=2Q\) and \(E_h/E_l=(m_l/m_h)^{1/3}\). Hence \(E_l=eQ\), with

\[
e=\frac{2}{1-(m_l/m_h)^{1/3}} .
\]

The average becomes \(qQ^2\), where \(q=1-2re/3+r^2e^2/5\). The cancellation condition changes from \(a_1(F^2/2)^{1/3}\mu=2Q\) to

\[
a_1\left(\frac{F^2}{2}\right)^{1/3}\mu=2Q\left(1+\frac{qQ}{S}\right).
\]

Raising this to the power \(3/2\) and keeping the first order in \(Q/S\),

\[
F=F^*\left(1+\kappa\frac QS\right),\qquad \kappa=\tfrac32q .
\]

As a quadratic in \(re\), \(q\) has discriminant \(4/9-4/5<0\), so it is positive. To this order the split-off band raises the cancelling field: it pushes the light level down, and more confinement is needed to bring it back. With a hard wall, this relative correction is linear in strain, so \(3/2\) is the leading small-strain exponent.

For \(S=0.011\) hartree, the example has \(r=0.381\), \(e=5.26\) and \(\kappa=0.701\). The predicted increase is \(0.701\times2.52\times10^{-4}/0.011=1.6\%\) of \(F^*\).

To go beyond this estimate, the coupled light and split-off equations were diagonalized in 300 sine functions per component on an interval of 7500 bohr. The field was then varied until the lowest coupled level met the heavy-hole level. The fields in atomic units are:

| Strain (%) | Decoupled | With split-off |
|---:|---:|---:|
| 0.0125 | \(6.510\times10^{-8}\) | \(6.516\times10^{-8}\) |
| 0.025 | \(1.841\times10^{-7}\) | \(1.845\times10^{-7}\) |
| 0.05 | \(5.208\times10^{-7}\) | \(5.228\times10^{-7}\) |
| 0.1 | \(1.473\times10^{-6}\) | \(1.484\times10^{-6}\) |
| 0.2 | \(4.166\times10^{-6}\) | \(4.229\times10^{-6}\) |

At 0.2% strain the increase is 1.52% of \(F^*\), against the first-order 1.61%. At 0.0125% both round to 0.10%. The exponent between neighbouring strains, with the split-off band included, falls from 1.511 for the upper pair to 1.501 for the lower pair.

## Where the law stops

At the upper end, the law needs the relative correction \(\kappa Q/S\) to be small. The derivation of that correction took both \(Q/S\) and \(E_l/S=eQ/S\) to be small. The second is the stricter assumption, because \(e>2\). In the example at 0.2% it is 0.12. A smaller split-off energy narrows the range of strain in which the law holds. The six valence states also leave out the conduction band. In a crystal with a light mass as small as 0.048, coupling to that band makes the light hole nonparabolic and lowers its level further. For a direct gap near 0.9 eV and a Kane energy of 20 to 24 eV, this roughly doubles the increase at 0.2% strain, to between 3% and 4%, and it too is linear in strain.

The wall must also be hard. Behind a barrier of finite height \(U\), much larger than the level energies, a hole of mass \(m\) decays over a length \(\delta=1/\sqrt{2mU}\), if its mass is the same there. To first order this acts like a hard wall moved back by \(\delta\), which lowers the level by \(F\delta\). The light hole penetrates further and is lowered more, so the cancelling field rises by the fraction \(\tfrac32F^*(\delta_l-\delta_h)/D\). This is proportional to \(\varepsilon^{1/2}\) and so vanishes more slowly than the split-off correction as the strain is reduced. In the example at 0.2% strain, a barrier of 3 eV gives 6.2% by this formula and 6.7% when the Airy function is matched exactly to the decaying tail, already more than the split-off band does. These figures rest on each hole keeping its own mass in the barrier. If instead both have one barrier mass \(m_b\) and \(\psi'/m\) is continuous at the wall, the wall moves back by \(\sqrt{m_b/2U}\,/m\), which favours the light hole much more; for \(m_b=0.5\) and the same 3 eV the increase is about 43%. For barriers of a few tenths of an electronvolt the shift is larger still, and the levels should be computed with the actual barrier.

There is also a condition at the lower end. The extent of the states at cancellation grows as \(\varepsilon^{-1/2}\), so reducing the strain sixteenfold makes them four times wider. The field must be constant over that whole distance. In an inversion layer the holes' own charge makes the field vary with depth, and once that variation matters across the states, the Airy levels must be replaced by those of the self-consistent potential. The \(3/2\) law concerns a given constant field; it does not by itself give a law for the hole density at cancellation.
